Why exact Kohn-Sham orbitals miss true momentum spectra and state populations

**Question**

I simulate electrons in strong laser pulses with time-dependent density functional theory. To get a momentum spectrum I Fourier transform the occupied Kohn-Sham (KS) orbitals and add the squares. To get state populations I project the KS determinant on the ground and excited determinants. My errors should then come from the approximate exchange-correlation potential alone. By the Runge-Gross theorem every observable is a functional of the density, so with the exact potential both results would be exact. Is that right?

**Answer**

The first half of the argument holds and the conclusion does not follow. Under the conditions of the Runge-Gross theorem, the momentum distribution and the populations are functionals of the density and the initial state. The theorem does not say that inserting KS orbitals into the formulas for non-interacting electrons gives those functionals. Two electrons in one dimension suffice to show this, because their exact KS orbital can be written down.

**The exact KS orbital**

I use atomic units. Let the electrons form a spin singlet with symmetric spatial wave function Ψ(x₁,x₂,t), normalized to 1. A prime means ∂/∂x. The density and current are

n(x) = 2∫|Ψ(x,x₂)|² dx₂

j(x) = 2 Im ∫Ψ* ∂₁Ψ dx₂

I assume n > 0. The KS system starts in its ground determinant, with one orbital φ occupied twice, and it stays doubly occupied because both spins feel the same potential v_s. Write φ = A e^{iθ} with A and θ real. The density requires 2A² = n, so A = √(n/2). The KS current is 2 Im(φ*φ') = 2A²θ' = nθ'. Both systems obey ∂n/∂t = −j', and both currents vanish at infinity. In one dimension the currents are therefore equal, and

θ' = j/n

A purely time-dependent part of θ remains free. It only shifts v_s uniformly.

To see that a real potential drives this orbital, solve i∂φ/∂t = −φ''/2 + v_s φ for v_s. With

i∂φ/∂t = (i∂A/∂t − A ∂θ/∂t) e^{iθ}

φ'' = (A'' + 2iA'θ' + iAθ'' − Aθ'²) e^{iθ}

the real part is

v_s = A''/(2A) − θ'²/2 − ∂θ/∂t

The imaginary part is (∂A/∂t)/A + A'θ'/A + θ''/2. Multiplied by 2A² it becomes ∂(A²)/∂t + (A²θ')' = (∂n/∂t + j')/2 = 0. The inversion is thus exact, with no functional approximated.

**What the orbital gets right, and what it cannot**

The true momentum distribution, normalized to 2, is

N(p) = (1/2π) ∬ e^{−ip(x−x')} γ(x,x') dx dx'

γ(x,x') = 2∫Ψ(x,x₂)Ψ*(x',x₂) dx₂

(here x' is a second position). The density is the diagonal γ(x,x), whereas N(p) also needs the off-diagonal part. The KS expression is N_KS(p) = 2|φ̃(p)|², where φ̃ is the Fourier transform of φ with prefactor 1/√(2π).

To compare them, define

f(x) = (n'/2 + ij)/n

The real part of ∫Ψ*∂₁Ψ dx₂ is half the derivative of ∫|Ψ|²dx₂ = n/2, hence n'/4. Its imaginary part is j/2 by the definition of j. Therefore

∫Ψ*∂₁Ψ dx₂ = nf/2

The mean total momentum is

∫p N(p) dp = 2∬Ψ*(−i∂₁Ψ) dx₁dx₂ = −i∫(n'/2 + ij) dx = ∫j dx

since n vanishes at infinity. The KS system has the same j, so its mean momentum is right.

The second moment gives the kinetic energy. Each electron contributes half of ∬|∂₁Ψ|², so T = ∬|∂₁Ψ|² dx₁dx₂. For the orbital, φ'/φ = A'/A + iθ' = n'/(2n) + ij/n = f, and the two electrons together have

T_KS = ∫|φ'|² dx = ∫|f|² n/2 dx

Now expand a non-negative integral:

∬|∂₁Ψ − f(x₁)Ψ|² dx₁dx₂
= T − 2 Re∫f*(nf/2) dx + ∫|f|² n/2 dx
= T − ∫|f|² n/2 dx
= T − T_KS

Thus T ≥ T_KS. Equality requires ∂₁Ψ = f(x₁)Ψ, whose solution is Ψ = h(x₁)k(x₂). Exchange symmetry makes k proportional to h, so Ψ is a product of two equal orbitals. For every singlet that is not such a product, N_KS differs from N.

The physical reason is visible in the integral. At a given x₁, the logarithmic derivative ∂₁Ψ/Ψ, which carries the local velocity, generally depends on where the other electron is. The KS orbital keeps only its average f(x₁) and loses the spread.

**Populations**

The true populations are P_k = |⟨Ψ_k|Ψ(t)⟩|², with Ψ_k the interacting eigenstates. For the KS projections, take the two lowest orbitals φ₀, φ₁ of the ground-state KS potential and set c_k = ⟨φ_k|φ⟩. The ground determinant φ₀φ₀ has overlap c₀² with φφ. The singly excited singlet (φ₀φ₁ + φ₁φ₀)/√2 has overlap 2c₀c₁/√2 = √2 c₀c₁. Hence

P₀^KS = |c₀|⁴

P₁^KS = 2|c₀|²|c₁|² ≤ 1/2

The bound follows from |c₀|² + |c₁|² ≤ 1. A pulse that moves the whole population to the first excited singlet therefore cannot be reported correctly.

In a symmetric well it is worse. A non-degenerate eigenstate can be chosen real and has definite parity, so its current is zero and its density is even. Then φ = √(n/2) is even up to a constant phase, while φ₁ is odd, and c₁ = 0. The reported excited population is zero when the true one is 1.

**A driven pair in numbers**

Take v = 0.05x⁴ and the repulsion 1/√((x₁−x₂)²+1). These are round model parameters, not those of a material. The lowest two singlets lie at 1.1962 and 1.8792 hartree, so the resonant photon energy is

ω = 1.8792 − 1.1962 = 0.6830 hartree = 18.58 eV

The pulse couples through F(t)(x₁+x₂), with F(t) = F₀ sin²(πt/τ) cos ωt and F₀ = 0.005. In the two-level, rotating-wave approximation half of the cosine is resonant, and the excited population is sin²(½d∫F₀ sin²(πt/τ)dt) = sin²(dF₀τ/4), where d = 1.198 is the size of the transition dipole. Full transfer needs dF₀τ/4 = π/2, or

τ = 2π/(dF₀) = 6.283/(1.198 × 0.005) ≈ 1049 a.u. ≈ 25.4 fs

The field is strong in the sense that it empties the ground state, far beyond linear response. The numerical propagation keeps many states and does not use the two-level approximation. At the instant the pulse ends (the KS values then drift slightly in time, the ground one between 0.929 and 0.931, the excited one between 0.0001 and 0.0004):

True: ground 0.0002, excited 0.9998
KS: ground 0.9311, excited 0.0001

The exact KS determinant looks almost unexcited. With nearly zero current, c₀ is close to ½∫√(n₀n₁)dx, the overlap of the square roots of the ground and excited densities. Here |c₀|² = √0.9311 ≈ 0.965, so the square roots of the two densities overlap strongly although the states are orthogonal. This overlap is a lenient measure: the densities themselves differ by ∫|n₁ − n₀|dx ≈ 0.63 electrons.

A pulse of half the duration leaves true populations of 0.5002 and 0.4998. With the field off they are constant, since each eigenstate amplitude acquires only a phase. The KS populations are not constant: over one cycle of 9.20 a.u. the ground population runs between 0.641 and 0.814, and the excited one between 0.170 and 0.319. In the static ground-state KS potential, φ₀ and φ₁ would be stationary states and these populations would be constant too. The exact v_s(t) therefore differs from that potential even with the field off.

The inverted potential is not to blame. When the orbital is propagated in it over this cycle, ∫|Δn|dx relative to the exact density stays below 10⁻⁴ electrons at the sampled times, while at those same times the density differs from its starting value by up to 0.97 electrons in the same measure. The mean total momentum oscillates during the cycle. At one of the moments when its magnitude is largest, the true and KS values are both −0.8187 a.u.

At the instant the full pulse ends, the momentum distributions, in electrons per a.u. of momentum, are:

p = 0.0: true 0.625, KS 1.662
p = 0.5: true 0.776, KS 0.988
p = 1.0: true 0.665, KS 0.149
p = 1.5: true 0.225, KS 0.003
p = 2.0: true 0.019, KS 0.022

The KS distribution is concentrated near p = 0, although at p = 2 it slightly exceeds the true one. The misplaced number ½∫|N_KS − N|dp is 0.76 of 2 electrons. The kinetic energies differ by

T − T_KS = 0.7266 − 0.2629 = 0.4637 hartree

and the double integral above gives the same value. In the ground state the gap is only 0.0183 hartree, with 0.023 electrons misplaced. A small error before the pulse is thus no guide to the error after it.

Without the repulsion, Ψ stays a product and both KS recipes must be exact. The same inversion then gives, after a pulse of the shorter duration tuned to the lowest transition of the non-interacting pair, ground and excited populations of 0.4921 and 0.4188 from both the true state and the KS orbital. The numerical check covers this control as well.

**When the KS momentum spectrum becomes right**

Suppose the well and the repulsion are switched off and both electrons fly freely. Then N(p) is conserved. Transform Ψ in its second coordinate to momentum q. That momentum contributes only a phase, and for the first coordinate

Ψ(x,q,t) = (2π)^{−1/2} ∫Ψ̃(p,q) e^{i(px − p²t/2)} dp

up to that phase. At late t the integral comes from the point of stationary phase, p = x/t, which gives

Ψ(x,q,t) ≈ e^{−iπ/4} t^{−1/2} e^{ix²/(2t)} Ψ̃(x/t,q)

Squaring, integrating over q and multiplying by 2 gives n(x,t) ≈ N(x/t)/t. This is a time-of-flight measurement: the late density itself displays the momentum distribution. The x-derivative of the exponential multiplies Ψ by ix/t, and the derivative of Ψ̃(x/t,q) adds a term of order 1/t. Hence j/n ≈ x/t + u(x/t)/t with u(p) = 2 Im∫Ψ̃* ∂Ψ̃/∂p dq / N(p), and integrating over x gives θ ≈ x²/(2t) + U(x/t) with dU/dp = u. The term U need not be zero and does not decay at late times, but it depends on x only through x/t. The KS orbital becomes

φ ≈ √(N(x/t)/(2t)) e^{iU(x/t)} e^{ix²/(2t)}

In its Fourier integral the phase x²/(2t) − px is stationary at x = pt and has second derivative 1/t. The factors that depend on x/t vary slowly over the width √t of the stationary region and are evaluated at x/t = p, where e^{iU(p)} has modulus 1. The integral contributes a factor √(2πt), the transform a factor 1/√(2π), so |φ̃(p)|² ≈ t · N(p)/(2t) = N(p)/2 and N_KS → N.

Starting from the state after the full pulse, the misplaced number falls from 0.76 at t = 0 to 0.12 at t = 4, 0.018 at t = 12 and 0.002 at t = 40 a.u. This rescue relies on the free motion of both electrons. It does not cover electrons that remain bound, or spectra taken while the electrons still interact.

**For your calculations**

You have two separate sources of error: the approximate potential, and the use of KS expressions for observables that the density does not give directly. A better potential cures only the first. The time-dependent dipole, ∫x n dx apart from the charge sign, has no error of the second kind. KS populations and finite-time KS momentum spectra do, and should be reported as approximations.

Computed values

```
well coefficient 0.05 a.u., softening 1.0 bohr, peak field 0.005 a.u.
ground energy 1.1962 hartree, first excited singlet 1.8792 hartree
photon energy 0.6830 hartree = 18.58 eV
transition dipole 1.1981 a.u.
next step of ladder is off resonance by 0.1302 hartree
pi pulse duration 1048.8 a.u. = 25.37 fs
After pi pulse (populations, no unit):
  true ground 0.0002, true excited 0.9998
  KS   ground 0.9311, KS   excited 0.0001
After pi/2 pulse, field-free cycle (populations, no unit):
  true ground 0.5002, true excited 0.4998
  KS ground  from 0.6412 to 0.8135
  KS excited from 0.1704 to 0.3186
  cycle length 9.200 a.u.
  density error of propagated KS orbital 7.3e-05 electrons (integral |dn|)
  density change during the cycle 0.973 electrons (integral |dn|)
At largest current in that cycle:
  mean total momentum: true -0.8187, KS -0.8187, commutator -0.8187 a.u.
Kinetic energy true, KS, gap from double integral (hartree); misplaced electrons:
  ground state: 0.3050, 0.2867, 0.0183; 0.0228
  after pi/2 : 0.5151, 0.4380, 0.0771; 0.1055
  after pi   : 0.7266, 0.2629, 0.4637; 0.7603
Momentum distribution after pi pulse (electrons per a.u. of momentum):
  p = 0.0 a.u.: true 0.6251, KS 1.6616
  p = 0.5 a.u.: true 0.7759, KS 0.9882
  p = 1.0 a.u.: true 0.6646, KS 0.1494
  p = 1.5 a.u.: true 0.2252, KS 0.0026
  p = 2.0 a.u.: true 0.0188, KS 0.0221
Free flight after pi pulse, misplaced electrons:
  t = 0 a.u.: 0.76033
  t = 4 a.u.: 0.12240
  t = 12 a.u.: 0.01772
  t = 40 a.u.: 0.00184
Control without interaction (populations, no unit):
  true ground 0.4921, true excited 0.4188
  KS   ground 0.4921, KS   excited 0.4188
  misplaced electrons 2.0e-07
```
